**Relaxation and pair terms in the second-order self-energy**

The program tests B = −ε + R + G + L for the HOMO and LUMO of LiH, where B is the ionization energy or electron affinity and ε the orbital energy. R is orbital relaxation, G the two-particle pair term and L the two-hole pair term. It asserts that the integral formulas for R, G and L agree with second-order sums obtained by applying the Hamiltonian to explicit determinants, and that their total is minus the unsplit self-energy. It also asserts that R matches the quadratic response of the ion's self-consistent energy to a scaled perturbation. For ionization the output gives R = −0.940 eV against a net pair term of +0.611 eV; for attachment the two are +0.016 eV and +0.028 eV. Full configuration interaction in the same basis gives 7.866 eV for the ionization energy and 0.231 eV for the affinity. Minimal-basis H₂ is a counterexample to addition for attachment: R and G vanish, and L lowers the affinity by 0.36 eV.

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

## Numerical verification

```python
"""
Result under test: for a closed-shell Hartree-Fock reference the binding energy
of frontier orbital p is, through second order,
    B = -eps_p + R + G + L,     R + G + L = -Sigma_pp(eps_p),
R = orbital relaxation, G = two-particle pair term, L = two-hole pair term.
B is E(N-1)-E(N) for an occupied p and E(N)-E(N+1) for an empty p.
R is negative for ionization and positive for attachment; G >= 0 and L <= 0
for both. The sign of G+L is a property of the system, not a theorem.
eps: orbital energies; anti[p,q,r,s] = <pq||rs> over spin orbitals
(spin orbital = 2*spatial + spin, spin 0 = alpha, 1 = beta).
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo, lib
from pyscf.fci import cistring, direct_spin1

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]


class Reference:
    """Restricted Hartree-Fock reference with integrals in its own orbitals."""

    def __init__(self, atom, basis):
        self.atom, self.basis = atom, basis
        self.mol = gto.M(atom=atom, basis=basis, verbose=0)
        self.mf = scf.RHF(self.mol)
        self.mf.conv_tol = 1e-12
        self.mf.conv_tol_grad = 1e-8
        self.mf.kernel()
        assert self.mf.converged
        c = self.mf.mo_coeff
        self.n = c.shape[1]
        self.nocc = self.mol.nelectron // 2
        self.eps = self.mf.mo_energy
        self.h = c.T @ self.mf.get_hcore() @ c
        self.eri = ao2mo.restore(1, ao2mo.kernel(self.mol, c), self.n)
        spatial = np.arange(2 * self.n) // 2
        spin = np.arange(2 * self.n) % 2
        same = (spin[:, None] == spin[None, :]).astype(float)
        chem = self.eri[np.ix_(spatial, spatial, spatial, spatial)]
        chem = chem * same[:, :, None, None] * same[None, None, :, :]
        phys = chem.transpose(0, 2, 1, 3)
        self.anti = phys - phys.transpose(0, 1, 3, 2)
        self.eps_so = self.eps[spatial]


def pair_sum(ref, p, single, double):
    """Half the sum of <p x||y z>^2/(e_p+e_x-e_y-e_z), and least |.| data."""
    e = ref.eps_so
    den = (e[p] + e[single][:, None, None]
           - e[double][None, :, None] - e[double][None, None, :])
    g = ref.anti[p][np.ix_(single, double, double)]
    return 0.5 * np.sum(g**2 / den), den


def formula_terms(ref, p):
    """R, G, L from the split formulas, and the unsplit self-energy."""
    occ = np.arange(2 * ref.nocc)
    vir = np.arange(2 * ref.nocc, 2 * ref.n)
    occ_rest, vir_rest = occ[occ != p], vir[vir != p]
    e = ref.eps_so
    g = ref.anti[p][:, p, :][np.ix_(vir_rest, occ_rest)]
    gap = e[vir_rest][:, None] - e[occ_rest][None, :]
    sign = -1.0 if p in occ else 1.0
    relax = sign * np.sum(g**2 / gap)
    gain = -pair_sum(ref, p, occ_rest, vir_rest)[0]
    loss = -pair_sum(ref, p, vir_rest, occ_rest)[0]
    sigma = pair_sum(ref, p, occ, vir)[0] + pair_sum(ref, p, vir, occ)[0]
    return np.array([relax, gain, loss]), sigma


def determinant_series(ref, nelec):
    """First- and second-order energies from H acting on one determinant."""
    tables, starts, energies = [], [], []
    for count in nelec:
        strings = np.asarray(cistring.make_strings(range(ref.n), count))
        table = (strings[:, None] >> np.arange(ref.n)) & 1
        start = int(np.argmax(table[:, :count].sum(axis=1)))
        tables.append(table)
        starts.append(start)
        energies.append(table @ ref.eps)
    a, b = starts
    guess = np.zeros((len(tables[0]), len(tables[1])))
    guess[a, b] = 1.0
    op = direct_spin1.absorb_h1e(ref.h, ref.eri, ref.n, nelec, 0.5)
    column = direct_spin1.contract_2e(op, guess, ref.n, nelec)
    column = column.reshape(guess.shape).copy()
    first = column[a, b]
    column[a, b] = 0.0
    den = (energies[0][:, None] - energies[0][a]
           + energies[1][None, :] - energies[1][b])
    den[a, b] = 1.0
    overlap = ((tables[0] @ tables[0][a])[:, None]
               + (tables[1] @ tables[1][b])[None, :])
    return dict(first=first, terms=-column**2 / den, column=column,
                rank=sum(nelec) - overlap, tables=tables, guess=guess)


def fci_energy(ref, nelec, guess):
    """Lowest full-CI electronic energy, checked by its residual."""
    solver = direct_spin1.FCI()
    solver.verbose = 0
    solver.conv_tol = 1e-8
    solver.max_cycle = 100
    energy, vec = solver.kernel(ref.h, ref.eri, ref.n, nelec, ci0=guess)
    vec = np.asarray(vec).reshape(guess.shape)
    op = direct_spin1.absorb_h1e(ref.h, ref.eri, ref.n, nelec, 0.5)
    hv = direct_spin1.contract_2e(op, vec, ref.n, nelec).reshape(vec.shape)
    assert np.linalg.norm(hv - energy * vec) < 5e-4
    return float(energy)


def scaled_uhf(ref, lam, nelec):
    """Self-consistent ion energy for H0 + lam*(H-H0), H0 = neutral Fock."""
    h = (1 - lam) * np.diag(ref.eps) + lam * ref.h
    dens = [np.diag((np.arange(ref.n) < m).astype(float)) for m in nelec]
    for _ in range(40):
        coul = np.einsum("pqrs,rs->pq", ref.eri, dens[0] + dens[1])
        focks = [h + lam * (coul - np.einsum("prsq,rs->pq", ref.eri, d))
                 for d in dens]
        energy = 0.5 * sum(np.sum(d * (h + f)) for d, f in zip(dens, focks))
        vecs = [np.linalg.eigh(f)[1][:, :m] for f, m in zip(focks, nelec)]
        dens = [v @ v.T for v in vecs]
    return energy


def relaxed_ion(ref, charge, nelec):
    """Total unrestricted Hartree-Fock energy of the ion."""
    mol = gto.M(atom=ref.atom, basis=ref.basis, charge=charge, spin=1,
                verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-10
    mf.max_cycle = 200
    c = ref.mf.mo_coeff
    mf.kernel(np.array([c[:, :m] @ c[:, :m].T for m in nelec]))
    assert mf.converged
    return mf.e_tot


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


bond = 1.6
basis = {
    "Li": gto.basis.load("6-31g", "Li") + [[0, [0.007, 1.0]],
                                           [1, [0.007, 1.0]]],
    "H": gto.basis.load("6-31g", "H") + [[1, [0.4, 1.0]]],
}
lih = Reference(f"Li 0 0 0; H 0 0 {bond}", basis)
homo, lumo = lih.nocc - 1, lih.nocc
print("LiH basis: 6-31G; Li + s,p (exponent 0.007); H + p (exponent 0.4)")
show("LiH bond length", bond, "angstrom", 2)
print("LiH spatial orbitals (count):", lih.n)
show("LiH core orbital energy", lih.eps[0] * EV)
show("LiH HOMO energy", lih.eps[homo] * EV)
show("LiH LUMO energy", lih.eps[lumo] * EV)

neutral_ne = (lih.nocc, lih.nocc)
neutral = determinant_series(lih, neutral_ne)
neutral_second = neutral["terms"].sum()
# Brillouin: the neutral determinant has no coupling to single excitations.
assert np.max(np.abs(neutral["column"][neutral["rank"] == 1])) < 1e-6
neutral_fci = fci_energy(lih, neutral_ne, neutral["guess"])
show("LiH neutral second-order correlation energy", neutral_second * EV)

cases = [
    # name, ion electrons, charge, spatial orbital, spin, sign of ion energy
    ("Ionization", (lih.nocc, lih.nocc - 1), 1, homo, 1, 1.0),
    ("Attachment", (lih.nocc + 1, lih.nocc), -1, lumo, 0, -1.0),
]
for name, nelec, charge, orb, spin, sign in cases:
    terms, sigma = formula_terms(lih, 2 * orb + spin)
    relax, gain, loss = terms
    ion = determinant_series(lih, nelec)

    # Frozen-orbital energy difference equals minus the orbital energy.
    koopmans = sign * (ion["first"] - neutral["first"])
    assert abs(koopmans + lih.eps[orb]) < 1e-7

    # Excitations of the ion, sorted by whether they change orbital p.
    occupied = ion["tables"][spin][:, orb]
    start = 0 if charge == 1 else 1
    changed = occupied != start
    changed = changed[None, :] if spin == 1 else changed[:, None]
    changed = np.broadcast_to(changed, ion["rank"].shape)
    singles, doubles = ion["rank"] == 1, ion["rank"] == 2
    assert np.max(np.abs(ion["column"][singles & changed])) < 1e-6
    det_relax = sign * ion["terms"][singles].sum()
    det_active = sign * ion["terms"][doubles & changed].sum()
    det_spectator = sign * (ion["terms"][doubles & ~changed].sum()
                            - neutral_second)
    if charge == 1:
        det_terms = np.array([det_relax, det_spectator, det_active])
    else:
        det_terms = np.array([det_relax, det_active, det_spectator])
    assert np.allclose(terms, det_terms, atol=1e-8, rtol=0)
    det_total = sign * (ion["terms"].sum() - neutral_second)
    assert abs(det_total + sigma) < 1e-8

    # The quadratic response of the self-consistent ion energy is R.
    lam = 0.003
    response = sign * (scaled_uhf(lih, lam, nelec)
                       + scaled_uhf(lih, -lam, nelec)
                       - 2 * scaled_uhf(lih, 0.0, nelec)) / (2 * lam**2)
    # Remaining error is of order lam^2 times the fourth-order energy.
    assert abs(response - relax) < 2e-5

    # Signs, and cancellation or addition in this molecule.
    assert gain > 0 and loss < 0 and gain + loss > 0
    assert relax * charge < 0

    scf_binding = sign * (relaxed_ion(lih, charge, nelec) - lih.mf.e_tot)
    assert sign * (scf_binding - koopmans) < 0
    exact = sign * (fci_energy(lih, nelec, ion["guess"]) - neutral_fci)

    show(f"{name} Koopmans value", koopmans * EV)
    show(f"{name} relaxation R", relax * EV)
    show(f"{name} R from scaled self-consistent energies", response * EV)
    show(f"{name} two-particle pair term G", gain * EV)
    show(f"{name} two-hole pair term L", loss * EV)
    show(f"{name} net pair term G+L", (gain + loss) * EV)
    show(f"{name} total correction R+G+L", terms.sum() * EV)
    show(f"{name} same total from determinants", det_total * EV)
    show(f"{name} second-order value", (koopmans + terms.sum()) * EV)
    show(f"{name} self-consistent difference", scf_binding * EV)
    show(f"{name} full relaxation", (scf_binding - koopmans) * EV)
    show(f"{name} full-CI value", exact * EV)
    show(f"{name} correlation beyond relaxation", (exact - scf_binding) * EV)

# Two-hole denominators are positive for the HOMO but not for a core hole.
minimum = {}
for label, orb in (("HOMO", homo), ("core", 0)):
    p = 2 * orb + 1
    holes = np.array([i for i in range(2 * lih.nocc) if i != p])
    empty = np.arange(2 * lih.nocc, 2 * lih.n)
    den = pair_sum(lih, p, empty, holes)[1]
    distinct = ~np.eye(len(holes), dtype=bool)
    minimum[label] = den[:, distinct].min()
    show(f"Smallest two-hole denominator, {label} hole", minimum[label] * EV)
assert minimum["core"] < 0 < minimum["HOMO"]

# Counterexample: attachment to H2 in a minimal basis has only blocking.
h2_bond = 0.74
h2 = Reference(f"H 0 0 0; H 0 0 {h2_bond}", "sto-3g")
h2_terms, h2_sigma = formula_terms(h2, 2)
h2_neutral = determinant_series(h2, (1, 1))
h2_anion = determinant_series(h2, (2, 1))
h2_exact = (fci_energy(h2, (1, 1), h2_neutral["guess"])
            - fci_energy(h2, (2, 1), h2_anion["guess"]))
h2_shift = h2_exact + h2.eps[1]
assert np.max(np.abs(h2_terms[:2])) < 1e-10
assert h2_terms[2] < 0 and h2_shift < 0
assert abs(h2_terms.sum() + h2_sigma) < 1e-10
show("H2 bond length (STO-3G)", h2_bond, "angstrom", 2)
show("H2 attachment Koopmans value", -h2.eps[1] * EV)
show("H2 attachment relaxation magnitude |R|", abs(h2_terms[0]) * EV)
show("H2 attachment two-particle magnitude |G|", abs(h2_terms[1]) * EV)
show("H2 attachment two-hole pair term L", h2_terms[2] * EV)
show("H2 attachment full-CI minus Koopmans", h2_shift * EV)

print("all assertions hold")
```

It prints:

```
LiH basis: 6-31G; Li + s,p (exponent 0.007); H + p (exponent 0.4)
LiH bond length: 1.60 angstrom
LiH spatial orbitals (count): 18
LiH core orbital energy: -66.5521 eV
LiH HOMO energy: -8.1482 eV
LiH LUMO energy: -0.1708 eV
LiH neutral second-order correlation energy: -0.6205 eV
Ionization Koopmans value: 8.1482 eV
Ionization relaxation R: -0.9395 eV
Ionization R from scaled self-consistent energies: -0.9395 eV
Ionization two-particle pair term G: 0.6119 eV
Ionization two-hole pair term L: -0.0011 eV
Ionization net pair term G+L: 0.6109 eV
Ionization total correction R+G+L: -0.3286 eV
Ionization same total from determinants: -0.3286 eV
Ionization second-order value: 7.8195 eV
Ionization self-consistent difference: 7.0110 eV
Ionization full relaxation: -1.1371 eV
Ionization full-CI value: 7.8658 eV
Ionization correlation beyond relaxation: 0.8548 eV
Attachment Koopmans value: 0.1708 eV
Attachment relaxation R: 0.0155 eV
Attachment R from scaled self-consistent energies: 0.0155 eV
Attachment two-particle pair term G: 0.0393 eV
Attachment two-hole pair term L: -0.0111 eV
Attachment net pair term G+L: 0.0281 eV
Attachment total correction R+G+L: 0.0436 eV
Attachment same total from determinants: 0.0436 eV
Attachment second-order value: 0.2144 eV
Attachment self-consistent difference: 0.1954 eV
Attachment full relaxation: 0.0247 eV
Attachment full-CI value: 0.2314 eV
Attachment correlation beyond relaxation: 0.0360 eV
Smallest two-hole denominator, HOMO hole: 66.3813 eV
Smallest two-hole denominator, core hole: -50.4265 eV
H2 bond length (STO-3G): 0.74 angstrom
H2 attachment Koopmans value: -18.2627 eV
H2 attachment relaxation magnitude |R|: 0.0000 eV
H2 attachment two-particle magnitude |G|: 0.0000 eV
H2 attachment two-hole pair term L: -0.3575 eV
H2 attachment full-CI minus Koopmans: -0.5585 eV
all assertions hold
```
